How a Hole's Phonon Resistance Crosses from Maxwell's to Sharvin's Law

**Question.** Two large pieces of the same insulating crystal touch through a circular hole of radius a in a thin screen that passes no heat. Phonons carry the heat and travel a mean free path Λ between collisions. How large is the thermal resistance of the hole, how does it scale with a, and at what radius, and how sharply, does the scaling change?

**Answer.**

**The model**

Let all phonons have the same speed v and mean free path Λ, and let C be their heat capacity per volume. Collisions conserve energy and send a phonon into a random direction. The screen reflects specularly, is much thinner than a, and both a and Λ are much larger than the phonon wavelength, so phonons move as particles. The temperature difference ΔT is small and is taken between points far from the hole on either side. With Q the heat current, R = ΔT/Q.

Let g(r,n) be the temperature that describes phonons at r moving along the unit vector n, and let ⟨…⟩ be the average over directions. The local temperature is T = ⟨g⟩, the flux density is j = Cv⟨n g⟩, and the steady transport equation is

v n·∇g = −(g − ⟨g⟩)/τ, τ = Λ/v.

Its average over directions gives ∇·j = 0. Where ∇T is nearly uniform over several Λ, g ≈ T − Λ n·∇T. Since ⟨n_i n_j⟩ = δ_ij/3, this gives Fourier's law:

j = −k∇T, k = CvΛ/3.

**A wide hole, a ≫ Λ**

Fourier's law now holds nearly everywhere. Exchanging the two sides reverses the temperature measured from its mean, so the hole lies at the mean temperature. Seen from the cold side, it is a disc at ΔT/2 above the far temperature.

A surface source of strength j dA′ feeding a half-space raises the temperature at distance s by j dA′/(2πks), because the heat spreads over an area 2πs². Try

j(ρ) = kΔT/[π√(a² − ρ²)].

To find the temperature at a point P of the hole, use polar coordinates (s,φ) about P, so that dA′/s = ds dφ. Group the directions into full chords through P. On a chord of half-length c, with t measured from its midpoint, a² − ρ² = c² − t². Each chord then contributes

∫ dt/√(c² − t²) = π, with t from −c to c,

whatever its length. The chords through P fill an angle π, so

T(P) = [1/(2πk)]·(kΔT/π)·π·π = ΔT/2.

The hole is isothermal, as required. The total current is

Q = ∫₀ᵃ 2πρ j dρ = 2kΔT ∫₀ᵃ ρ dρ/√(a² − ρ²) = 2kaΔT,

which is Maxwell's law:

R_M = 1/(2ka).

The area supplies a factor a², but the temperature gradient scales as ΔT/a, so the conductance grows as a.

**A narrow hole, a ≪ Λ**

Phonons reaching the hole last collided about Λ away, where the hole has hardly disturbed the temperature. The flux from a side at temperature T is

CvT·(1/2)∫₀¹ μ dμ = CvT/4,

where μ is the cosine of the angle to the normal and the factor 1/2 comes from averaging over the full sphere. The difference of the two fluxes, times the area, is Q = (Cv/4)πa²ΔT. With Cv = 3k/Λ,

R_B = 4/(πa²Cv) = 4Λ/(3πka²).

This is the phonon form of Sharvin's law. The first expression shows that Λ drops out: collisions no longer limit the flow.

**Where the two laws meet**

Their ratio is

R_B/R_M = [4Λ/(3πka²)]·2ka = 8Λ/(3πa) = a*/a,

a* = 8Λ/(3π) ≈ 0.85Λ.

The radius at which the laws meet is therefore comparable to the mean free path. A simple interpolation is the sum

R_sum = R_M + R_B = (1/2k)(a⁻¹ + a* a⁻²).

It has the correct leading term at both ends, but nothing so far makes it a solution in between. Its local exponent is

−d ln R_sum/d ln a = (a⁻¹ + 2a* a⁻²)/(a⁻¹ + a* a⁻²) = 1 + a*/(a + a*).

This equals 3/2 at a*, 1.9 at a*/9 and 1.1 at 9a*. In this interpolation the exponent needs a factor of 81 in radius to pass from 1.9 to 1.1. The crossover of the sum is broad, and a* marks its middle, not a threshold. The true crossover is also broad and centred near a*, but it is narrower than this, as estimated below.

**Two lower bounds**

The transport equation gives two bounds for any a/Λ.

For the first, follow a phonon backwards. Integrating the equation along a ray gives

g(r,n) = ∫₀^∞ (ds/Λ) e^(−s/Λ) T(r − s n).

Thus g is the mean of T at the end of a random flight. There T is itself a mean of g over directions, so the argument repeats until the walker escapes to a far region, whose temperature is ±ΔT/2. A phonon crossing the hole from hot to cold is traced back into the hot side. If the walker later passes through the hole N times, it ends on the hot side for even N and on the cold side for odd N. Hence the mean of g for these phonons is (ΔT/2)S, with

S = E[(−1)^N],

where E averages over starting points spread uniformly over the hole and directions weighted by μ. Phonons crossing the other way have −(ΔT/2)S. The difference is SΔT, so

Q = (Cv/4)πa²ΔT·S, R_B/R = S.

Since S ≤ 1, R ≥ R_B.

For the second bound, multiply the transport equation by Cg and average over directions:

∇·(Cv⟨n g²⟩/2) = −(C/τ)⟨(g − ⟨g⟩)²⟩.

Integrate over all space. Specular reflection gives no flux of g² through the screen. Far away, g differs from the constant far temperature by a term of order 1/r, whose anisotropic part is of order 1/r². The surface integral therefore tends to the far temperature times the outward heat current, summed over both sides, which is −QΔT. So

QΔT = ∫ (C/τ)⟨(g − ⟨g⟩)²⟩ dV.

The component of n along j has mean square 1/3. The Cauchy–Schwarz inequality gives

|j|² ≤ (C²v²/3)⟨(g − ⟨g⟩)²⟩,

and therefore

(C/τ)⟨(g − ⟨g⟩)²⟩ ≥ 3|j|²/(Cv²τ) = |j|²/k.

Now compare j with the Fourier flux j₀ = −k∇T₀ carrying the same Q, and write j = j₀ + w. The field w has no divergence, no component into the screen and no net current. The cross term in ∫|j|²/k is −2∫w·∇T₀ dV, which becomes a surface integral of T₀w. It vanishes because T₀ tends to a constant on each far hemisphere. Hence

∫|j|²/k dV ≥ ∫|j₀|²/k dV = R_M Q²,

and QΔT = RQ² gives R ≥ R_M. Together,

R ≥ max(R_M, R_B).

**The first correction for a narrow hole**

For small a/Λ, a walker seldom returns. To first order it returns at most once, after one collision, with probability P₁. Then S = 1 − 2P₁, since a return changes the sign from +1 to −1.

A start in the area element dA has probability dA/(πa²), and its direction has density μ/π per solid angle. The density of first collisions at distance d from dA is therefore μ dA/(π²a²Λd²), with e^(−d/Λ) replaced by 1. The integral of μ dA/d² over the hole is the solid angle Ω that the hole fills as seen from the collision point. The new direction is random and leads into the hole with probability Ω/(4π). Thus

P₁ = [1/(4π³a²Λ)] ∫ Ω² dV,

taken over one half-space. At large r, Ω² falls as r⁻⁴, so distances of order a dominate. This is why the exponentials could be dropped at this order.

To do the integral, write

Ω = ∫ dA′ f_z(r∥ − ρ′), f_z(s) = z/(s² + z²)^(3/2),

where r∥ is the position parallel to the screen. The function f_z is −∂/∂z of 1/√(s² + z²), so it satisfies Laplace's equation for z > 0 and decays. Its in-plane Fourier transform must be a constant times e^(−κz), κ being the wave number. The constant is 2π, because f_z has integral 2π and shrinks to a point as z → 0. The convolution of f_z with itself has the transform 4π²e^(−2κz), which belongs to 2πf_2z. For two points of the hole a distance s apart, integration over z with u = 2z gives

2π∫₀^∞ 2z dz/(s² + 4z²)^(3/2) = π∫₀^∞ u du/(s² + u²)^(3/2) = π/s.

So ∫Ω²dV = π∬dA dA′/s. Build the disc from rings to find the double integral W. Seen from a rim point of a disc of radius b, the chords have length 2b cos φ, so

∫dA′/s = ∫2b cos φ dφ = 4b, with φ from −π/2 to π/2.

Adding a ring of area 2πb db pairs it with the disc in both orders:

dW = 2·4b·2πb db = 16πb² db, W = 16πa³/3.

Therefore

∫Ω²dV = 16π²a³/3, P₁ = 4a/(3πΛ),

and to first order in a/Λ

R/R_B = 1/(1 − 2P₁) ≈ 1 + 8a/(3πΛ).

The sum would give 1 + R_M/R_B = 1 + 3πa/(8Λ) instead. The ratio of the true coefficient to this one is 64/(9π²) ≈ 0.72. The sum has the right form, but its correction is too large.

**The first correction for a wide hole**

Here an estimate must do. Near the rim, at distance δ, Maxwell's flux density grows as (Q/a²)√(a/δ), and Fourier's law fails within about Λ of the rim. That region has a volume of order aΛ². With δ ~ Λ, its share of ∫|j|²/k is of order

(1/k)·Q²/(a³Λ)·aΛ² = Q²Λ/(ka²),

which is Λ/a times R_M Q². The correction to Maxwell's law should thus be of the same order as R_B, but this argument doesn't fix its coefficient.

**The resistance between the limits**

The quantity S can be simulated directly, but for a wide hole the signs nearly cancel and the noise is large. The cancellation can be done in advance. Fold every walker onto one side of the screen. A flight to a given folded endpoint is then either direct, with length d₁, or ends at the mirror point, with length d₂ ≥ d₁. The density of endpoints at distance d is e^(−d/Λ)/(4πΛd²), so the second flight is less likely than the first by the factor

w = (d₁²/d₂²) e^(−(d₂ − d₁)/Λ).

If the straight line to the mirror point meets the screen, it represents a reflection and both signs are +1. If it passes through the hole, its sign is −1, and the mean sign is

[1 − w]/[1 + w].

This is not negative, so it can serve as a survival probability. The ratio R_B/R is then the chance that a walker survives and escapes.

Walkers are stopped at the first collision beyond r = 3a + 6Λ. For far temperatures ±1, ΔT = 2 and Q = 2/R, so the temperature there is 1 − Q/(2πkr) = 1 − 1/(πkRr), and this is the value each stopped walker receives. The higher angular terms of the far field are neglected; they are not part of the statistical errors given below.

**Numbers for a model solid**

Take round parameters, in SI units because these suit a thermal contact: C = 1.5×10⁶ J/(m³K), v = 5000 m/s and Λ = 100 nm. Then

k = (1.5×10⁶)(5000)(10⁻⁷)/3 = 250 W/(m K),

a* = 0.8488 × 100 nm = 84.9 nm.

At this radius,

R_M = 1/(2 × 250 × 8.488×10⁻⁸) = 2.356×10⁴ K/W,

and R_B has the same value. Their sum is 4.71×10⁴ K/W. The simulation gives (4.33 ± 0.01)×10⁴ K/W, where the uncertainty is one standard error. The resistance at the crossing is thus 1.84 times either law alone, and the sum is 8.9 percent above the simulated value. A direct count of signs, without the pairwise cancellation, gives R/R_B = 1.834 ± 0.007, in agreement with 1.836 ± 0.004.

The other radii show how the error of the sum varies, relative to the simulated resistance:

- a = 5 nm: R = 7.08×10⁶ K/W, sum 1.6 percent too high.
- a = 42.4 nm: R = 1.315×10⁵ K/W, sum 7.5 percent too high.
- a = 170 nm: R = 1.629×10⁴ K/W, sum 8.5 percent too high.
- a = 800 nm: R = (2.73 ± 0.02)×10³ K/W, sum 1.3 ± 0.7 percent too high in this run.

The last excess is only about two standard errors, so this run doesn't fix its size at 800 nm. The quantity (R − R_M)/R_B, which is 1 for the sum, falls steadily through 0.98, 0.90, 0.84 and 0.77 at the four smaller radii. The value 0.86 ± 0.07 at 800 nm breaks this trend and probably lies high; a value near 0.7 would make the sum about 3 percent too high there. (The program applies the relative error of the surviving fraction to all of R, although the far-field part of R hardly fluctuates. This overstates the standard error by nearly a fifth at 800 nm and by less at the other radii.) At the other four radii the excess is clear. These are findings at five radii, not a proof that the sum is an upper bound.

The 5 nm hole tests the ballistic expansion. The simulated R/R_B − 1 is 0.0419 ± 0.0005, the first-order result is 0.0424, and the sum gives 0.0589. The sum errs by little in the total resistance here because the whole correction is small.

Using one law outside its range costs far more than using the sum. At 5 nm the resistance is 17.7 times Maxwell's value. At 800 nm it is about 10 times Sharvin's value, and still 7 to 9 percent above Maxwell's.

Between a*/2 and 2a*, the simulated mean exponent is

ln(1.3153×10⁵/1.6290×10⁴)/ln 4 = 1.507,

against 1.500 for the sum. They agree closely because the sum is too high by nearly the same fraction at both radii, and a common factor drops out of the ratio. A measured exponent near 3/2 would therefore not show that the sum is accurate in magnitude. The sum does overstate the width of the crossover. With R/R_B ≈ 1 + 0.72a/a* for a narrow hole, the exponent is 1.9 near 0.15a*. With R/R_M ≈ 1 + c·a*/a for a wide hole it is 1.1 at 9c·a*, about 6a* if c is near 0.7. The factor in radius is then about 40 instead of 81.

**When the estimate changes**

Real phonons have a range of mean free paths. For independent groups i of phonons, k = ΣC_i v_i Λ_i/3, while the ballistic flux contains ΣC_i v_i. Repeating the ratio of the two limits gives

R_B/R_M = 8k/(πa ΣC_i v_i) = 8Λ̄/(3πa), Λ̄ = ΣC_i v_i Λ_i/ΣC_i v_i.

The limiting laws then meet at 8Λ̄/(3π). Each needs a stronger condition, however. For Maxwell's law, a must be much larger than the mean free paths of all groups that contribute appreciably to k. For the ballistic law, a must be much smaller than those of all groups that contribute appreciably to ΣC_i v_i, even if some of these carry little heat in the bulk. With a wide spread of Λ_i, the region between the two laws can be wider than in the single-path model.

The placing of the thermometers matters as well. In the diffusive regime, the parts of both half-spaces beyond a radius r contribute 1/(πkr), a fraction 2a/(πr) of R_M. At r = 20a this is still about 3 percent.

The model fails if the phonon wavelength is comparable to a, because diffraction then changes the transmission. A screen as thick as a adds the resistance of a channel. For a ≪ Λ this addition is small, of relative order a/Λ like the first correction found above, if the channel walls are straight and reflect specularly, because they preserve the motion along the axis; rough walls send some phonons back. Different materials on the two sides add reflection at the contact. If most collisions conserve the total phonon momentum, they don't randomize directions independently, and the transport equation used here no longer applies. The numerical output below lists the values for all five radii.

Table of computed values

```
heat capacity C = 1.50e+06 J/(m^3 K)
phonon speed v = 5000 m/s
mean free path L = 100 nm
conductivity k = 250.0 W/(m K)
one-sided flux factor = 0.2500
diffusivity/(v L) = 0.3333
hole temperature drop/Delta T at rho/a = 0.1, 0.5, 0.9: 0.50000, 0.50000, 0.50000
total Maxwell flux/(k a Delta T) = 2.00000
crossover radius a_star = 84.88 nm
a_star/L = 0.8488
a_star/9 = 9.43 nm, 9 a_star = 763.9 nm
exponent of sum at a_star/9, a_star, 9 a_star: 1.900, 1.500, 1.100
P1 L/a by quadrature = 0.4245
P1 L/a by formula = 0.4244
walkers per radius = 150000
radius a = 5.00 nm, a/L = 0.0500
  R_M = 4.0000e+05 K/W, R_B = 6.7906e+06 K/W
  R_M + R_B = 7.1906e+06 K/W
  simulated R = 7.0750e+06 K/W, standard error 3.7e+03 K/W
  R/R_B = 1.0419, standard error 0.0005
  R/R_M = 17.6875, excess of sum = 1.6 percent
radius a = 42.44 nm, a/L = 0.4244
  R_M = 4.7124e+04 K/W, R_B = 9.4248e+04 K/W
  R_M + R_B = 1.4137e+05 K/W
  simulated R = 1.3153e+05 K/W, standard error 2.1e+02 K/W
  R/R_B = 1.3956, standard error 0.0022
  R/R_M = 2.7911, excess of sum = 7.5 percent
radius a = 84.88 nm, a/L = 0.8488
  R_M = 2.3562e+04 K/W, R_B = 2.3562e+04 K/W
  R_M + R_B = 4.7124e+04 K/W
  simulated R = 4.3258e+04 K/W, standard error 9.8e+01 K/W
  R/R_B = 1.8359, standard error 0.0042
  R/R_M = 1.8359, excess of sum = 8.9 percent
radius a = 169.77 nm, a/L = 1.6977
  R_M = 1.1781e+04 K/W, R_B = 5.8905e+03 K/W
  R_M + R_B = 1.7671e+04 K/W
  simulated R = 1.6290e+04 K/W, standard error 5.3e+01 K/W
  R/R_B = 2.7656, standard error 0.0090
  R/R_M = 1.3828, excess of sum = 8.5 percent
radius a = 800.00 nm, a/L = 8.0000
  R_M = 2.5000e+03 K/W, R_B = 2.6526e+02 K/W
  R_M + R_B = 2.7653e+03 K/W
  simulated R = 2.7291e+03 K/W, standard error 2.0e+01 K/W
  R/R_B = 10.2884, standard error 0.0738
  R/R_M = 1.0916, excess of sum = 1.3 percent
sign count at a_star: R/R_B = 1.8336, error 0.0069
R/R_B - 1 at a = 0.05 L: simulated 0.0419
R/R_B - 1 at a = 0.05 L: first order 0.0424
R/R_B - 1 at a = 0.05 L: from sum 0.0589
mean exponent a_star/2 to 2 a_star: simulated 1.507
mean exponent a_star/2 to 2 a_star: sum 1.500
```
